# Curvature of Arrhenius Plots for Parallel Self-Diffusion Channels, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From defect channels to the curvature theorem

### The decision

A process calculation needs the self-diffusion coefficient $D$ at a temperature below the range in which it is known. The implementer must decide whether to extend one Arrhenius line or to carry a sum of several Arrhenius terms. The choice matters when two native defects, such as the vacancy and the self-interstitial, both move atoms. In the silicon-like example of Part 2, the tangent to the plot at 1600 K, extended to 1000 K, gives a diffusivity too small by a factor of about 3.5.

The result that governs this decision concerns the plot of $\ln D$ against the inverse thermal energy

$$
\beta=\frac{1}{k_BT},
$$

where $k_B$ is the Boltzmann constant and $T$ the absolute temperature. Suppose that channels labelled $i$ act in parallel,

$$
D=\sum_i D_i,\qquad D_i=D_{i0}\,e^{-\beta H_i}, \tag{1}
$$

with positive prefactors $D_{i0}$ and activation enthalpies $H_i$ that do not depend on temperature. Define the share of channel $i$ by $w_i=D_i/D$ and the share-weighted average of any quantity $X_i$ by $\langle X\rangle=\sum_i w_iX_i$. Then

$$
\frac{d\ln D}{d\beta}=-\langle H\rangle,\qquad
\frac{d^2\ln D}{d\beta^2}=\langle H^2\rangle-\langle H\rangle^2\equiv\sigma^2\ge 0. \tag{2}
$$

The curvature is zero if all channels have the same enthalpy, and positive otherwise. Parallel channels alone are therefore not enough for a bend: at least two of them must differ in enthalpy.

In SI units $\beta$ is in $\mathrm{J^{-1}}$ and $\sigma^2$ in $\mathrm{J^2}$. The numbers below use eV for energies, so $\beta$ is in $\mathrm{eV^{-1}}$ and $\sigma^2$ in $\mathrm{eV^2}$. A logarithm of $D$ means the logarithm of its numerical value in a fixed unit. Changing that unit adds a constant to $\ln D$ and leaves both derivatives unchanged.

### Why the channel diffusivities add

An atom in a crystal moves when a native defect reaches it. One visit may move the atom several times before the defect leaves for good. Call the whole visit an encounter and the net displacement of the atom in it $\mathbf R$. After a time $t$ the displacement of a labelled atom, the tracer, is the sum over all its encounters,

$$
\mathbf X(t)=\sum_n \mathbf R_n .
$$

Its mean square follows by multiplying out the square:

$$
\langle |\mathbf X|^2\rangle_{\rm th}
=\sum_n\langle|\mathbf R_n|^2\rangle_{\rm th}
+2\sum_{m<n}\langle\mathbf R_m\cdot\mathbf R_n\rangle_{\rm th}.
$$

The subscript "th" marks a thermal average over histories, which is distinct from the average over channels in equation (2). Three assumptions remove the second sum. The defects are dilute, so that one encounter ends before the next begins. A new defect carries no memory of the earlier one. The crystal is cubic and uniform, with site symmetry that singles out no direction, so that the mean displacement of a new encounter is zero whatever happened before. Each cross term then contains a factor of zero.

Let encounters of kind $i$ occur at the rate $\nu_i$ per tracer, with mean square displacement $\langle R^2\rangle_i$. The first sum becomes $t\sum_i\nu_i\langle R^2\rangle_i$. In three dimensions an isotropic diffusivity is defined by $\langle|\mathbf X|^2\rangle_{\rm th}=6Dt$, which is $2Dt$ for each of the three axes. Hence

$$
D=\sum_i D_i,\qquad D_i=\frac{\nu_i\langle R^2\rangle_i}{6}. \tag{3}
$$

Successive jumps inside one encounter may be strongly correlated. For example, a vacancy that has just exchanged with the tracer is well placed to exchange back. This correlation is contained in $\langle R^2\rangle_i$ and does not spoil the sum over channels.

A one-dimensional master equation tests the additivity. The first kind of encounter moves the tracer by $+2$ sites at rate 0.10 and by $-1$ site at rate 0.20, which has zero mean without being symmetric. The second kind moves it by $\pm1$ at rate 0.15 for each sign and by $\pm3$ at rate 0.02 for each sign. After 5 time units the position variance with both kinds active equals the sum of the two separate variances, and also the value $5\sum(\text{rate})(\text{shift})^2=6.3$, within $10^{-8}$ squared site spacings.

### Why each channel has an Arrhenius form

The encounter rate is proportional to the number of defects and to how fast each one jumps. Both factors depend on temperature.

Take $N$ equivalent sites, each of which may hold one defect of formation Gibbs energy $G_f$. A state with $n$ defects has the statistical weight $q^n$ with $q=e^{-\beta G_f}$, and there are $\binom Nn$ such states. The binomial theorem gives the sum of weights

$$
Z=\sum_{n=0}^{N}\binom Nn q^n=(1+q)^N .
$$

Since $q\,dq^n/dq=nq^n$, the mean fraction of occupied sites is

$$
c=\frac{1}{N}\,\frac{q}{Z}\frac{dZ}{dq}=\frac{q}{1+q}\simeq e^{-\beta G_f}. \tag{4}
$$

The last form holds for $q\ll1$, and its relative error is of order $q$. With 200 sites and $\beta G_f=12$, a direct sum over all $n$ agrees with $e^{-12}$ within a relative difference of $10^{-5}$.

The jump rate of a defect over a single type of barrier is taken in the thermally activated form $\omega=\omega_0e^{-\beta G_m}$, with a constant attempt frequency $\omega_0$ and a migration Gibbs energy $G_m$. Write each Gibbs energy as $G=H-TS$. Since $\beta T=1/k_B$,

$$
e^{-\beta(G_f+G_m)}=e^{(S_f+S_m)/k_B}\,e^{-\beta(H_f+H_m)} .
$$

Let $\gamma_i$ be the constant number that converts the product $c_i\omega_i$ into the encounter rate $\nu_i$. It contains the number of neighbours, the number of equivalent defect orientations and the mean number of jumps per encounter. Equation (3) then gives equation (1) with

$$
H_i=H_{f,i}+H_{m,i},\qquad
D_{i0}=\frac{\gamma_i\,\omega_{0,i}\langle R^2\rangle_i}{6}\,
e^{(S_{f,i}+S_{m,i})/k_B}. \tag{5}
$$

The activation enthalpy of self-diffusion is thus the cost of making the defect plus the cost of moving it. The prefactor is constant if the entropies are constant and if all jumps in an encounter share one barrier. With several barriers the relative jump probabilities change with temperature, and so do $\gamma_i$ and $\langle R^2\rangle_i$.

Two further conditions enter through $c_i$. The defects must have their equilibrium concentration, which requires sources and sinks that act fast enough. The formation energy of a charged defect also contains the Fermi level, so the electronic conditions must be specified. A charge state counts as a channel of its own, covered by equation (2), if its effective prefactor and enthalpy are constant under those conditions and the defect keeps its charge during an encounter. If the charge changes within an encounter, jumps made in different charge states can be correlated, and their contributions need not add.

### The shares are shares of flux

In a tracer concentration gradient $\nabla C$, channel $i$ carries the flux $\mathbf J_i=-D_i\nabla C$, and the total is $\mathbf J=-D\nabla C$. The gradient is common to all channels, so the ratio of the fluxes is

$$
\frac{J_i}{J}=\frac{D_i}{D}=w_i,\qquad \sum_iw_i=1 .
$$

The weights in the variance are therefore fractions of the transported tracer. They are not fractions of the defects present. A rare defect that moves quickly can carry most of the flux.

### The two derivatives

Each term of equation (1) satisfies $dD_i/d\beta=-H_iD_i$, because $D_{i0}$ and $H_i$ are constant. Therefore

$$
\frac{d\ln D}{d\beta}=\frac1D\sum_i\frac{dD_i}{d\beta}
=-\sum_i\frac{D_i}{D}H_i=-\langle H\rangle. \tag{6}
$$

The local slope gives the flux-weighted mean enthalpy. It need not equal the enthalpy of any one defect.

The shares respond to temperature as well. From $\ln w_i=\ln D_i-\ln D$,

$$
\frac{1}{w_i}\frac{dw_i}{d\beta}=-H_i+\langle H\rangle,
\qquad
\frac{dw_i}{d\beta}=-w_i\left(H_i-\langle H\rangle\right). \tag{7}
$$

On cooling, $\beta$ rises. A channel with an enthalpy above the current mean loses share, and a channel below the mean gains it. Differentiating equation (6) and inserting equation (7) gives

$$
\begin{aligned}
\frac{d^2\ln D}{d\beta^2}
&=-\sum_iH_i\frac{dw_i}{d\beta}
=\sum_iw_iH_i\left(H_i-\langle H\rangle\right)\\
&=\sum_iw_iH_i^2-\langle H\rangle\sum_iw_iH_i
=\langle H^2\rangle-\langle H\rangle^2=\sigma^2 .
\end{aligned} \tag{8}
$$

The two minus signs, one from the Arrhenius exponent and one from the loss of share, cancel. The curvature is positive because cooling moves the flux towards channels of lower enthalpy, which makes the downward slope less steep.

To see the sign and the case of equality at once, write the variance as a sum over pairs:

$$
\frac12\sum_{i,j}w_iw_j(H_i-H_j)^2
=\frac12\left(\langle H^2\rangle-2\langle H\rangle^2+\langle H^2\rangle\right)=\sigma^2. \tag{9}
$$

All shares are positive at finite temperature. The sum is therefore zero if every pair has equal enthalpies, and positive if any pair differs.

A three-channel case tests these formulas. The prefactors are 2000, 3 and 0.005 cm²/s, and the enthalpies 4.9, 4.3 and 3.7 eV. At $\beta=7$, 9, 11 and 13 eV⁻¹ the numerical second derivative of $\ln D$ agrees with both forms of the variance within $10^{-10}$ eV². When all three enthalpies are set to 4.3 eV with the prefactors unchanged, the second derivative at $\beta=10$ eV⁻¹ is zero within the same margin.

### An upper bound and the error of a tangent

Let $\Delta=H_{\max}-H_{\min}$, and let $m$ be the midpoint between the largest and smallest enthalpy. Expanding about the mean gives

$$
\langle(H-m)^2\rangle=\sigma^2+(\langle H\rangle-m)^2\ge\sigma^2 .
$$

The cross term vanished because $\langle H-\langle H\rangle\rangle=0$. No enthalpy lies farther than $\Delta/2$ from $m$, so

$$
\sigma^2\le\frac{\Delta^2}{4}. \tag{10}
$$

Now let $f(\beta)=\ln D$ and extend the tangent from $\beta_0$. Integration by parts gives

$$
\int_{\beta_0}^{\beta}(\beta-s)f''(s)\,ds
=-(\beta-\beta_0)f'(\beta_0)+f(\beta)-f(\beta_0).
$$

With $f'(\beta_0)=-\langle H\rangle_0$ and $f''=\sigma^2$ this becomes

$$
\ln D(\beta)=\ln D(\beta_0)-\langle H\rangle_0(\beta-\beta_0)
+\int_{\beta_0}^{\beta}(\beta-s)\,\sigma^2(s)\,ds. \tag{11}
$$

The first two terms on the right are the tangent. The integral is not negative for either direction of extrapolation: if $\beta<\beta_0$, both the factor $\beta-s$ and the direction of integration change sign. A tangent therefore underestimates $D$ on both sides once enthalpies differ. Inserting the bound (10), with $L=|\beta-\beta_0|$, limits the error:

$$
0\le\ln\frac{D}{D_{\rm tangent}}\le\frac{\Delta^2L^2}{8}. \tag{12}
$$

This gives a safe extrapolation distance when the enthalpy spread is known and the enthalpies are constant.

### Other axes and a stable evaluation

Many plots use $1/T$ as the horizontal axis. Since $\beta=(1/T)/k_B$, each derivative with respect to $1/T$ brings a factor $1/k_B$:

$$
\frac{d^2\ln D}{d(1/T)^2}=\frac{\sigma^2}{k_B^2},\qquad
\frac{d^2\log_{10}D}{d(1/T)^2}=\frac{\sigma^2}{k_B^2\ln10}. \tag{13}
$$

These factors are positive, so the plot bends upward on any of these axes.

In code, the exponentials can underflow if they are formed directly. For an enthalpy of 4.9 eV this begins near 650 K in single precision, but only near 80 K in double precision. Let $a_i=\ln D_{i0}-\beta H_i$ and let $a_*$ be the largest of them. Factoring out $e^{a_*}$ gives

$$
\ln D=a_*+\ln\sum_ie^{a_i-a_*},\qquad
w_i=\frac{e^{a_i-a_*}}{\sum_je^{a_j-a_*}} .
$$

The largest exponential is now one. Compute $\langle H\rangle$ first and then $\sigma^2=\sum_iw_i(H_i-\langle H\rangle)^2$. When one channel dominates, this form avoids the loss of digits that occurs when $\langle H\rangle^2$ is subtracted from the nearly equal $\langle H^2\rangle$.

## Part 2. Two channels, finite data and silicon-like numbers

### Results carried over

The inverse thermal energy is $\beta=1/(k_BT)$. The diffusivity is $D=\sum_iD_i$ with $D_i=D_{i0}e^{-\beta H_i}$, and $w_i=D_i/D$ is the share of the tracer flux in channel $i$. For constant $D_{i0}$ and $H_i$, the slope of $\ln D$ against $\beta$ is $-\langle H\rangle$ and its second derivative is the flux-weighted variance $\sigma^2$. The variance is at most $\Delta^2/4$, where $\Delta$ is the difference between the largest and smallest enthalpy. A tangent extended over a distance $L$ in $\beta$ underestimates $\ln D$ by at most $\Delta^2L^2/8$.

### The shape of a two-channel bend

Let channel 1 have the higher enthalpy, so that $\Delta=H_1-H_2>0$. The ratio of the channels is

$$
r=\frac{D_1}{D_2}=\frac{D_{10}}{D_{20}}e^{-\beta\Delta}
=e^{-\Delta(\beta-\beta_c)},\qquad
\beta_c=\frac{\ln(D_{10}/D_{20})}{\Delta}. \tag{14}
$$

The fluxes are equal at $\beta_c$. A crossing at positive temperature requires $D_{10}>D_{20}$, and it is relevant if it falls in the temperature range of the solid.

With two channels the pair sum for the variance has two equal terms, so $\sigma^2=w_1w_2\Delta^2$. The shares are $w_1=r/(1+r)$ and $w_2=1/(1+r)$. Dividing numerator and denominator by $r$ gives

$$
w_1w_2=\frac{r}{(1+r)^2}=\frac{1}{(r^{1/2}+r^{-1/2})^2}
=\frac{1}{4\cosh^2[\Delta(\beta-\beta_c)/2]} .
$$

Hence

$$
\sigma^2=\frac{\Delta^2}{4}\,
\operatorname{sech}^2\!\left[\frac{\Delta(\beta-\beta_c)}{2}\right]. \tag{15}
$$

The bend is strongest where the two fluxes are equal, and there it reaches the upper bound. Half the maximum occurs where the hyperbolic cosine is $\sqrt2$, at a distance $2\operatorname{arccosh}(\sqrt2)/\Delta$ on either side. The full width at half maximum is therefore

$$
W=\frac{4\operatorname{arccosh}\sqrt2}{\Delta}. \tag{16}
$$

A larger enthalpy difference makes the bend both stronger and narrower in $\beta$. Far from the crossing, $\sigma^2\simeq\Delta^2e^{-\Delta|\beta-\beta_c|}$, and the plot is nearly straight because one channel carries almost all the flux.

For channels with constant prefactors and enthalpies, the curvature of $\ln D$ against $\beta$ is the flux-weighted variance of the enthalpies, and with two channels it peaks where their fluxes are equal. It remains to find what a few data points can reveal of this bend, to size the neglected effects with silicon-like numbers, and to choose the fit.
